Why a Narrower Heated Tube Can Lower a Precursor's Stability Limit

**The result**

A precursor vapour passing through a hot tube can decompose in the gas and on the wall. The gas contribution per unit volume does not depend on the tube diameter d. The wall contribution does, because a round tube has a wall area of 4/d per unit of gas volume. If the wall reaction is slow compared with diffusion across the tube, the total first-order loss rate is

K = k_g + 4k_s/d,

where k_g is the gas-phase rate constant (1/s) and k_s is the surface reaction speed (m/s). At the same temperature and residence time, a narrower tube destroys more precursor. To bring the loss back to its permitted value, the temperature must come down. The stability limit T* therefore shifts with diameter as

dT*/d ln d = f_w kT*²/Ē,

where f_w is the wall's share of the loss, k is Boltzmann's constant and Ē is the loss-weighted activation energy defined below. The right side is positive when the wall is active and Ē is positive, so a smaller d means a lower T*.

The stability limit here is the temperature at which a chosen fraction X_c of the precursor is lost during the mean residence time τ. It belongs to a tube and a time as well as to a molecule. It is the upper edge of the usable temperature window; the lower edge, set by condensation, is not treated here.

**How fast the wall consumes precursor**

Let n be the number density of precursor in the gas and m its molecular mass. The velocity component v towards the wall has a Maxwell distribution, so the number of molecules striking unit area per unit time is

J = n ∫₀^∞ v √(m/2πkT) exp(−mv²/2kT) dv.

The integral of v exp(−mv²/2kT) from zero to infinity is kT/m. Hence

J = n √(m/2πkT) (kT/m) = n √(kT/2πm).

With the mean speed v̄ = √(8kT/πm), one quarter of v̄ is √(8kT/16πm) = √(kT/2πm). The flux is therefore

J = n v̄/4.

Most of these molecules need not react. Suppose that a molecule striking a free site adsorbs, and then either desorbs with rate k_d or reacts with rate k_r. Suppose also that the reacted site becomes available again with unchanged activity. With N_s sites per unit area and a filled fraction θ,

N_s dθ/dt = J(1 − θ) − (k_d + k_r)N_s θ.

In the steady state the left side vanishes, which gives N_s θ = J(1 − θ)/(k_d + k_r). The rate of irreversible loss per unit area is

k_r N_s θ = J(1 − θ) k_r/(k_d + k_r).

For few filled sites (θ ≪ 1) and rare reaction (k_r ≪ k_d), this becomes J k_r/k_d. The reaction probability per collision is thus s = k_r/k_d. If k_r = A_r exp(−E_r/kT) and k_d = A_d exp(−E_d/kT), division gives

s = s0 exp(−E_w/kT), s0 = A_r/A_d, E_w = E_r − E_d.

The loss per unit area is k_s n, with

k_s = s v̄/4.

The apparent wall barrier E_w is the reaction barrier minus the desorption barrier. For a given reaction barrier E_r, stronger adsorption lowers E_w because it gives the molecule longer to react before it leaves.

**From surface speed to tube loss**

Consider a slice of length dz in a tube at uniform temperature, with mean gas speed U. The slice has volume (πd²/4)dz and wall area πd dz. The precursor is dilute, so its reaction does not change the gas flow. If its density is nearly uniform across the slice, conservation of molecules gives

U(πd²/4) dn = −k_g n (πd²/4) dz − k_s n πd dz.

Divide by πd²/4 and use dz = U dt, where t is the mean time spent in the tube:

dn/dt = −(k_g + 4k_s/d) n = −Kn.

After the residence time τ the surviving fraction is exp(−Kτ).

The assumption of a uniform density can be judged from the flux. Diffusion must carry k_s n to the wall. A density difference Δn over a distance of order d supplies about DΔn/d, where D is the diffusivity, so Δn/n is of order k_s d/D. The wall is reaction-limited when this ratio is small. When the total loss is large, the gas reaction must also be slow compared with diffusion across the tube, because gas near the wall moves more slowly and has more time to react. At a loss of 1% this matters little.

In the opposite limit the wall consumes whatever reaches it. The flux is then of order Dn/d, and multiplication by 4/d makes the wall loss rate proportional to D/d². Narrowing still increases the loss, and more steeply. Reaction limitation therefore sets the power of d, not the sign of the effect.

**The temperature limit and its slope**

Setting the surviving fraction equal to 1 − X_c gives

K(T*) = k_c, k_c = −ln(1 − X_c)/τ.

Writing out K and solving for the diameter gives an explicit relation:

d = 4k_s(T*)/[k_c − k_g(T*)].

With an inert wall, k_s = 0 and the limit T_g follows from A exp(−E_g/kT_g) = k_c, where A and E_g are the gas-phase prefactor and barrier:

T_g = E_g/[k ln(A/k_c)].

An active wall takes part of the permitted loss, so k_g(T*) is less than k_c. Since k_g rises with temperature, T* lies below T_g.

For the slope, write k_w = 4k_s/d and keep k_c fixed. A small change of diameter and the accompanying change of limit must leave K unchanged:

(∂K/∂T) dT* + (∂K/∂ln d) d ln d = 0.

Only the wall term depends on d, and it varies as 1/d, so ∂K/∂ln d = −k_w. The temperature derivative has two parts. The gas term gives k_g E_g/kT². The wall term contains exp(−E_w/kT) and, through v̄, a factor √T. Its derivative is

k_w [E_w/kT² + 1/(2T)] = k_w (E_w + kT/2)/kT².

With f_w = k_w/K and f_g = k_g/K = 1 − f_w, the sum is

∂K/∂T = K Ē/kT², Ē = f_g E_g + f_w(E_w + kT/2).

Substitution gives (KĒ/kT*²) dT* = k_w d ln d, and division by K leads to the slope stated at the start.

Two limits show how the effect develops. In a wide tube f_w is small. The limit condition is k_g(T*) = k_c(1 − f_w). Taking logarithms and expanding the Arrhenius exponent about T_g gives

T_g − T* ≈ −(kT_g²/E_g) ln(1 − f_w).

To leading order this is (kT_g²/E_g) f_w, which vanishes as 1/d. In a narrow tube the wall dominates and 4k_s/d ≈ k_c. If the weak √T factor is neglected, ln d equals a constant minus E_w/kT*. Then 1/T* rises linearly as ln d falls, and the limit keeps dropping as long as the model holds.

The two channels are equal when k_g = k_w = k_c/2. This fixes a temperature T_x = E_g/[k ln(2A/k_c)] and a crossover diameter

d_x = 8k_s(T_x)/k_c.

Well above d_x the molecule's gas-phase chemistry mainly sets the limit. Well below it, the wall does.

**How large the effect is**

The example takes rough parameters in the regime of an alkylamido hafnium precursor for atomic layer deposition. The molar mass is 411 g/mol, and the vapour is at 0.05 Torr in nitrogen at a total pressure of 5 Torr. The gas reaction has A = 10¹³ 1/s and E_g = 1.70 eV. On the wall, desorption has a prefactor of 10¹³ 1/s and a barrier of 0.70 eV; reaction has 10¹² 1/s and 1.30 eV. Thus s0 = 0.10 and E_w = 0.60 eV. These kinetic values are illustrative, not a measured specification.

The permitted loss is 1% in 1 s, so k_c = −ln(0.99)/(1 s) = 0.01005 1/s. All diameters are compared at this residence time and a length of 0.50 m, hence at U = 0.50 m/s. The inert-wall limit is 571.3 K (298 °C). With the active wall:

- d = 20 mm: T* = 563.8 K (291 °C), wall share 37%
- d = 10 mm: T* = 556.0 K (283 °C), wall share 61%
- d = 5 mm: T* = 541.0 K (268 °C), wall share 86%
- d = 2 mm: T* = 511.3 K (238 °C), wall share 98%

At 10 mm the arithmetic is as follows. The reaction probability is 3.64 × 10⁻⁷ and the mean speed is 169.2 m/s, so

k_s = 3.64 × 10⁻⁷ × 169.2/4 = 1.54 × 10⁻⁵ m/s.

Multiplication by 4/d = 400 1/m gives a wall rate of 0.00616 1/s. The gas rate is 0.00389 1/s, and the sum is the required 0.01005 1/s. Fewer than one wall collision in a million causes reaction, yet the wall causes most of the loss, because molecules strike it so often.

The cost of ignoring the diameter can be seen by keeping the temperature at the 20 mm limit, 563.8 K. There the gas rate is 0.00636 1/s and the wall rate 0.00369 1/s. In a 2 mm tube with the same wall, temperature and residence time, the wall rate is ten times larger. The total becomes 0.00636 + 0.0369 = 0.0433 1/s, and the loss is 1 − exp(−0.0433) = 4.2% instead of 1%.

The limit falls by 7.8 K from 20 to 10 mm and by 15.0 K from 10 to 5 mm. The second halving costs more because the wall share has grown and the lower wall barrier has reduced Ē. At 10 mm, Ē = 1.040 eV and

dT*/d ln d = 0.613 × (8.617 × 10⁻⁵ eV/K)(556.0 K)²/(1.040 eV) = 15.7 K.

This is a local slope. Multiplied by ln 2 it gives 10.9 K per halving, which lies between the two finite drops. The crossover falls at 13.5 mm and 560.0 K. The wide-tube expression, with f_w = 0.367 at 20 mm, gives a shift of 7.6 K below T_g, close to the calculated 7.5 K.

A low wall barrier is not needed for the sign. As a formal test, E_w was raised to 2.0 eV, above the gas barrier, while k_s at 570 K was kept at its original value. The limit still fell by 17.9 K from 20 to 2 mm, compared with 52.5 K in the main example. The test needs a prefactor ratio s0 = A_r/A_d of about 2 × 10¹¹, which is implausibly large, so the case tests the algebra and does not represent a surface.

**Fixed flow gives the opposite answer**

Narrowing a tube in an existing line often changes the residence time. For a fixed volumetric flow Q, measured at tube temperature and pressure, and fixed length L,

τ = πd²L/(4Q).

The limit condition fixes the product Kτ. Since τ varies as d², the gas part of the product varies as d² and the wall part as d. Both fall when the tube is narrowed. Differentiating ln K + ln τ = constant gives

(Ē/kT*²) dT* − f_w d ln d + 2 d ln d = 0,

and therefore

dT*/d ln d = −(2 − f_w)kT*²/Ē = −(2f_g + f_w)kT*²/Ē.

The sign is reversed for positive Ē. At the 10 mm point the slope is −35.5 K, against +15.7 K at fixed time. Starting from the 20 mm tube at 1 s and narrowing to 10 mm at fixed flow cuts τ to 0.25 s. The limit then rises from 563.8 to 588.4 K. If the mass flow and pressure are fixed instead, hotter gas moves faster and the limit is 589.4 K. This does not contradict the fixed-time result: the gas has less time to decompose, and that outweighs the larger surface-to-volume ratio.

**What the simple model leaves out**

Radial transport was checked by solving for diffusion in a parabolic velocity profile with a reactive wall. The diffusivity was taken as roughly 0.05 cm²/s at 300 K and 1 atm, scaled as T^1.75 and inversely with pressure. At the four calculated limits the outlet loss differed from 1% by at most 0.003% of that loss. The largest k_s d/D was 1.6 × 10⁻⁴, so these walls are far inside the reaction-limited regime. With k_s held fixed, the same calculation between 10 and 20 mm gave a wall loss rate proportional to d^−1.00 for the example's slow reaction and to d^−2.00 for a very fast one, with k_s = 10⁴ D/d at 10 mm.

For a fixed feed rate of precursor, axial diffusion changes the loss rate by a relative amount of order KD/U², at most 9 × 10⁻⁵ here. If the density at the inlet is fixed instead, the change is of order D/(UL), about 0.9%. In the 20 mm tube, radial conduction alone would reduce the temperature difference between gas and wall by a factor e in about 3 ms, for a thermal conductivity of 0.04 W/(m K) and a heat capacity of 1050 J/(kg K). In that time the gas moves only 1.5 mm, so conduction along the tube matters too and lengthens the time to about 10 ms. Gas entering at 300 K then comes within 1 K of the wall temperature in about 60 ms, which is still short compared with 1 s.

Pressure drop matters more. For a viscosity of 2.7 × 10⁻⁵ Pa s, laminar flow through the 2 mm tube needs a pressure difference equal to 8% of the total pressure. The stated limit still refers to the actual residence time, which must then be calculated with the varying gas density. The mean free path, for a nitrogen collision diameter of 0.37 nm, is about 0.9% of this tube's diameter, so continuum flow remains a reasonable description, although slip at the wall lowers the pressure difference to about 7.5% of the total pressure.

Site filling is 1.5% at the 2 mm limit, for 2 × 10¹⁸ sites per m². Including it raises T* by only 0.5 K. The lasting activity of those sites is a much stronger assumption. Under these conditions, enough precursor reacts in 435 s to use every site once. That time assumes the initial rate. If each reacted site instead stays passive, the active fraction at this temperature falls to 37% after 435 s and to about 2% after half an hour. The 2 mm limit would then move up towards the inert-wall value, by as much as 60 K in this model. If the deposit is more reactive than the clean wall, the limit moves down.

The wall barrier also has a strong influence. With s0 unchanged and site filling neglected, the drop from 20 to 2 mm is 78.5 K for E_w = 0.55 eV and 23.7 K for 0.65 eV. In the first case the 2 mm limit is near 471 K, where filling is no longer negligible. It is 6% if the lower E_w comes from a reaction barrier of 1.25 eV, and 18% if it comes from a desorption barrier of 0.75 eV. Including it reduces the drop to about 77 K or 74 K respectively. An uncertainty of 0.05 eV is thus enough to change the size of the effect greatly, though not its sign.

One further mechanism can reverse the sign even at fixed time. If gas decomposition proceeds through radicals that the wall removes, k_g itself falls in a narrower tube. Let g = ∂ln k_g/∂ln d at fixed temperature, and let E_g in Ē now stand for the local activation energy kT² ∂ln k_g/∂T at fixed diameter. The derivative ∂K/∂ln d is then −k_w + g k_g, and the slope becomes

dT*/d ln d = (f_w − g f_g)kT*²/Ē.

Narrowing raises the limit when g f_g exceeds f_w. The simple result therefore requires gas chemistry that is independent of the wall.

**Relation to a real delivery line**

Pressures of a few Torr and tubes of millimetres to centimetres are ordinary for atomic layer deposition equipment. The calculated limits fall in the broad range of a few hundred °C where the thermal stability of amido precursors becomes a concern. Delivery lines are normally kept cooler than this; the example is closer to a hot inlet or reactor passage. Real walls depart from the model chiefly through their history: oxide, hydroxyl groups, moisture and earlier deposits all change k_s, and pulsed operation changes it with time. Roughness matters too. If the accessible reactive area is twice the geometric area, the wall term doubles. For the 10 mm tube this is equivalent to a smooth 5 mm tube in the model, and it lowers the limit by 15 K.

**What to do about it**

A quoted decomposition temperature should be accompanied by the permitted loss, residence time, diameter, wall material and wall condition. A limit measured in a wide vessel should not be carried over to a narrow passage at the same residence time unless the wall has been shown to be inert.

The two channels can be separated by measuring K at one temperature in tubes of different diameter, with the same wall material and conditioning. Where the present assumptions hold, K plotted against 4/d is a straight line: its slope is k_s and its intercept is k_g. Two diameters determine the line; a third is needed to test it. Curvature points to diffusion limitation, different wall conditions or gas chemistry that depends on the wall.

If the wall term dominates, a less reactive surface or a wider passage at the same τ raises the limit. If the gas term dominates, changing the wall brings little, and a shorter residence time or a lower temperature is needed. When the volumetric flow is fixed, widening the passage also lengthens τ and, within this model, lowers the limit. The quantity to compare between designs is the product

Kτ = (k_g + 4k_s/d)τ,

evaluated at the hottest temperature for a conservative estimate when K rises with temperature. The numerical output below gives the rates and limits for each diameter.

Computed results

```
Precursor molar mass: 411 g/mol
Gas prefactor: 1.0e+13 1/s; barrier: 1.70 eV
Desorption prefactor: 1.0e+13 1/s; barrier: 0.70 eV
Surface prefactor: 1.0e+12 1/s; barrier: 1.30 eV
Wall probability prefactor: 0.10; barrier: 0.60 eV
Residence time: 1.00 s; permitted loss: 1.0 %
Tube length: 0.50 m; mean gas speed: 0.50 m/s
Total pressure: 5.00 Torr
Precursor pressure: 0.050 Torr
Surface sites: 2.0e+18 1/m2
Required total rate: 0.010050 1/s
Inert-wall limit: 571.26 K = 298.11 C
d=20 mm: limit=563.79 K = 290.64 C
  S/V=200 1/m; wall share=36.7 %
  gas rate=6.360e-03 1/s; wall rate=3.690e-03 1/s
d=10 mm: limit=555.97 K = 282.82 C
  S/V=400 1/m; wall share=61.3 %
  gas rate=3.890e-03 1/s; wall rate=6.161e-03 1/s
d=5 mm: limit=541.00 K = 267.85 C
  S/V=800 1/m; wall share=85.5 %
  gas rate=1.457e-03 1/s; wall rate=8.594e-03 1/s
d=2 mm: limit=511.25 K = 238.10 C
  S/V=2000 1/m; wall share=98.3 %
  gas rate=1.745e-04 1/s; wall rate=9.876e-03 1/s
Limit drop, 20 to 2 mm: 52.54 K
At 10 mm: mean speed=169.2 m/s
At 10 mm: reaction probability=3.640e-07
At 10 mm: wall speed=1.540e-05 m/s
At 10 mm: mean activation energy=1.0404 eV
At 10 mm: dT/dln(d), fixed time=15.69 K
At 10 mm: dT/dln(d), fixed flow=-35.51 K
Equal-channel diameter: 13.47 mm
Equal-channel temperature: 560.02 K
Fixed-flow 10 mm time: 0.250 s; limit: 588.44 K
Wall-loss exponent, reaction-limited: -1.0000
Wall-loss exponent, diffusion-limited: -1.9998
Largest resolved-flow loss deviation: 0.0030 %
Largest wall-speed*d/diffusivity: 1.61e-04
Largest relative axial-diffusion effect: 9.22e-05
20 mm gas-heating time: 2.86 ms
2 mm pressure drop/total pressure: 8.10 %
2 mm mean-free-path/diameter: 0.0087
2 mm site filling: 1.50 %; limit shift: 0.52 K
2 mm time to react one site layer: 435 s
Drop for 0.55 eV wall barrier: 78.53 K
Drop for 0.65 eV wall barrier: 23.71 K
Drop for formal 2.0 eV wall: 17.88 K
```
